\section*{First-order correction to the ZORA Hamiltonian from the Dirac equation}

The Dirac equation for one electron in a local electrostatic potential $V$ ties the small component to the large one through the operator $c\,\boldsymbol\sigma\cdot\mathbf p/(2c^2-V+E)$, in Hartree atomic units with the rest energy removed from $E$. The regular approximations expand in the dimensionless ratio $E/W$, with $W=2c^2-V$ taken positive everywhere, which holds for any potential with $V\le0$. At zeroth order the objects are
\begin{equation}
X_0=W^{-1}c\,\boldsymbol\sigma\cdot\mathbf p,\qquad S=X_0^\dagger X_0,\qquad H_0=V+c\,\boldsymbol\sigma\cdot\mathbf p\,X_0 ,
\end{equation}
where $H_0$ is the ZORA Hamiltonian, an energy, and $S$ is dimensionless and positive. Removing one power of $E$ from the denominator yields $-E\,c^2/W^2$ between two factors $\boldsymbol\sigma\cdot\mathbf p$, which is $-ES$. An energy-independent operator must carry $H_0$ in place of $E$, so the first-order correction is expected to be a product of one $S$ and one $H_0$. The Hermitian combinations are $a\{S,H_0\}+ib[S,H_0]$ with real $a$ and $b$. Without a magnetic field $S$ and $H_0$ are even under time reversal, because $\boldsymbol\sigma$ and $\mathbf p$ both change sign, and time reversal is antiunitary, so $i[S,H_0]$ is odd and $b=0$. The free particle fixes $a$. For $V=0$ one has $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, $H_0=p^2/2$ and $S=p^2/4c^2$, so $a\{S,H_0\}=a\,p^4/4c^2$, while $c\sqrt{p^2+c^2}-c^2=p^2/2-p^4/8c^2+\dots$ requires $a=-\tfrac12$. The argument assumes the product form; the derivation shows that the form is right.

The orders are counted by a parameter $\lambda$ placed in the metric of the small component,
\begin{equation}
\begin{pmatrix}V & c\,\boldsymbol\sigma\cdot\mathbf p\\ c\,\boldsymbol\sigma\cdot\mathbf p & -W\end{pmatrix}
\begin{pmatrix}\psi_L\\ \psi_S\end{pmatrix}
=E\begin{pmatrix}1&0\\0&\lambda\end{pmatrix}
\begin{pmatrix}\psi_L\\ \psi_S\end{pmatrix}.
\label{pencil}
\end{equation}
The lower row gives $\psi_S=(W+\lambda E)^{-1}c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L$. Each power of $E/W$ therefore comes with one power of $\lambda$; $\lambda=1$ is the Dirac equation and $\lambda=0$ is ZORA. Let $X$ be the single operator with $\psi_S=X\psi_L$ for all electronic solutions, whose large components are assumed to span the two-component space. The upper row reads $(V+c\,\boldsymbol\sigma\cdot\mathbf p\,X)\psi_L=E\psi_L$. The lower row reads $(c\,\boldsymbol\sigma\cdot\mathbf p-WX)\psi_L=\lambda XE\psi_L$, and $E\psi_L$ is replaced with the help of the upper row. Since this holds on a spanning set, it is an operator identity,
\begin{equation}
c\,\boldsymbol\sigma\cdot\mathbf p-WX=\lambda X\,(V+c\,\boldsymbol\sigma\cdot\mathbf p\,X).
\label{riccati}
\end{equation}
With $X=X_0+\lambda X_1+\dots$, order $\lambda^0$ returns $X_0$ and order $\lambda$ gives $-WX_1=X_0H_0$. Because $\boldsymbol\sigma\cdot\mathbf p$ and $W$ are Hermitian, $X_0^\dagger=c\,\boldsymbol\sigma\cdot\mathbf p\,W^{-1}$, and so
\begin{equation}
X_1=-W^{-1}X_0H_0,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,X_1=-X_0^\dagger X_0H_0=-SH_0 .
\end{equation}
The operator acting on $\psi_L$ is thus $H_0-\lambda SH_0+\dots$, which is not Hermitian unless $S$ and $H_0$ commute. The reason is that large components are not orthonormal. Solutions of \eqref{pencil} are orthonormal in the metric on its right side, which means $\langle\psi_{L,i}|N|\psi_{L,j}\rangle=\delta_{ij}$ with $N=1+\lambda X^\dagger X$. The functions $\phi=N^{1/2}\psi_L$ are orthonormal in the ordinary sense and are eigenfunctions of
\begin{equation}
h=N^{1/2}\,(V+c\,\boldsymbol\sigma\cdot\mathbf p\,X)\,N^{-1/2}.
\end{equation}
To first order $N^{\pm1/2}=1\pm\tfrac12\lambda S$, since $X_1$ enters $N$ only at order $\lambda^2$. Collecting the terms of order $\lambda$ from the three factors,
\begin{align}
H_1&=\tfrac12SH_0-SH_0-\tfrac12H_0S\nonumber\\
&=-\tfrac12\,(SH_0+H_0S)=-\tfrac12\{X_0^\dagger X_0,H_0\}.
\label{H1}
\end{align}
The anticommutator is the first-order correction; the FORA Hamiltonian is $H_0+H_1$. The positive square root of $N$ is a convention. A further unitary factor $1+\lambda G$ with anti-Hermitian $G$ would add $[G,H_0]$ to $H_1$, whose expectation value vanishes in every eigenstate of $H_0$, so first-order energies do not depend on this choice.

A second arrangement shows where $H_1$ comes from. Define $L(X)=V+c\,\boldsymbol\sigma\cdot\mathbf p\,X+X^\dagger(c\,\boldsymbol\sigma\cdot\mathbf p-WX)$, which is Hermitian for any $X$. For the exact $X$, equation \eqref{riccati} turns the last term into $\lambda X^\dagger X(V+c\,\boldsymbol\sigma\cdot\mathbf p\,X)$, so $L=N(V+c\,\boldsymbol\sigma\cdot\mathbf p\,X)$ and $h=N^{-1/2}LN^{-1/2}$. Using $WX_0=X_0^\dagger W=c\,\boldsymbol\sigma\cdot\mathbf p$,
\begin{equation}
(X-X_0)^\dagger W(X-X_0)=X^\dagger WX-X^\dagger c\,\boldsymbol\sigma\cdot\mathbf p-c\,\boldsymbol\sigma\cdot\mathbf p\,X+c\,\boldsymbol\sigma\cdot\mathbf p\,X_0 ,
\end{equation}
and therefore $L=H_0-(X-X_0)^\dagger W(X-X_0)$. As $X-X_0$ is of order $\lambda$, $L$ differs from $H_0$ only at order $\lambda^2$, and $(1-\tfrac12\lambda S)H_0(1-\tfrac12\lambda S)$ reproduces \eqref{H1}. The whole first-order correction is the renormalization that accounts for the norm held by the small component. In the numerical check a matrix form of \eqref{pencil} is diagonalized at small $\lambda$; the derivative $dh/d\lambda$ agrees with \eqref{H1} to $3\times10^{-8}$ relative to the Frobenius norm of $H_1$, whereas $-SH_0$ alone is off by $0.115$ on the same scale.

Let $\psi_0$ be a normalized eigenfunction of $H_0$ with energy $E_0$, nondegenerate within its symmetry, and let $s=\langle\psi_0|S|\psi_0\rangle$, the squared norm of the ZORA small component $X_0\psi_0$. In each term of \eqref{H1} the factor $H_0$ acts directly on $\psi_0$, so
\begin{equation}
E_{\rm FORA}=E_0+\langle H_1\rangle=E_0(1-s).
\end{equation}
If $V$ vanishes at infinity, a bound state has $E_0<0$ and the correction raises the level. The expectation value is finite for a point nucleus, taken with $Z<\sqrt3\,c/2$ so that the regular solution is unique: $\psi_0\sim r^{\gamma-1}$ with $\gamma=\sqrt{\kappa^2-Z^2/c^2}$, where $\kappa$ is the Dirac angular quantum number, and the factor $W^{-1}\to r/Z$ makes up for the derivative, so that $X_0\psi_0$ and $S\psi_0$ are no more singular than $r^{\gamma-1}$. The operator $H_0+H_1$ nevertheless cannot be diagonalized variationally. For $V=0$ it is $p^2/2-p^4/8c^2$, which has no lower bound, and if $V$ vanishes at infinity a fast wave packet far from the nucleus sees the same expression. For $Z=80$, $\kappa=-1$ the lowest eigenvalue of $H_0+H_1$, with $H_1$ formed as the product of the basis matrices of $S$ and $H_0$, in bases of 10, 20 and 40 functions is $-8.2\times10^3$, $-2.2\times10^5$ and $-1.6\times10^6$ hartree, the last far below $-2c^2=-3.76\times10^4$ hartree. These bases reach high momentum only at small $r$, so the collapsing vector here is not the distant wave packet: between one third and three fifths of its norm lies inside $r<Z/2c^2=0.0021$ bohr, and its $\langle S\rangle$ is $1.1$, $2.6$ and $5.0$. The values show the trend only; exact matrix elements of $H_1$ in the same bases give $-2.9\times10^4$, $-3.0\times10^5$ and $-1.8\times10^6$ hartree.

Higher powers of the renormalization are kept by freezing $X=X_0$ in $h=N^{-1/2}LN^{-1/2}$. Then $L=H_0$, $N=1+\lambda S$, and the eigenvalue problem is that of IORA, $H_0\psi=E(1+\lambda S)\psi$. Its Rayleigh quotient on the ZORA function is
\begin{equation}
\frac{\langle\psi_0|H_0|\psi_0\rangle}{\langle\psi_0|1+\lambda S|\psi_0\rangle}=\frac{E_0}{1+\lambda s}=E_0\sum_{n=0}^\infty(-\lambda s)^n ,
\label{geo}
\end{equation}
and at $\lambda=1$ this is the scaled ZORA energy $E_{\rm sc}=E_0/(1+s)$. The first two terms are $E_{\rm FORA}$. The series converges for $\lambda s<1$, while the closed form exists for every $s\ge0$. The terms are powers of the number $s$, and not $\langle S^n\rangle$. Second order shows how this comes about. From $(1+x)^{-1/2}=1-x/2+3x^2/8-\dots$ the operator of order $\lambda^2$ is $H_2=\tfrac38\{S^2,H_0\}+\tfrac14SH_0S$. With eigenstates $k$ of $H_0$ (continuum included) and $S_{k0}=\langle k|S|\psi_0\rangle$, one has $\langle H_2\rangle=\sum_k|S_{k0}|^2(\tfrac34E_0+\tfrac14E_k)$ and $\langle k|H_1|\psi_0\rangle=-\tfrac12(E_0+E_k)S_{k0}$. Second-order perturbation theory adds $\sum_k'|\langle k|H_1|\psi_0\rangle|^2/(E_0-E_k)$, the prime omitting $k=0$. The term $k=0$ of $\langle H_2\rangle$ is $E_0s^2$. For $k\neq0$ the coefficient of $|S_{k0}|^2$ is
\begin{align}
\frac{(3E_0+E_k)(E_0-E_k)+(E_0+E_k)^2}{4(E_0-E_k)}
&=\frac{3E_0^2-2E_0E_k-E_k^2+E_0^2+2E_0E_k+E_k^2}{4(E_0-E_k)}\nonumber\\
&=\frac{E_0^2}{E_0-E_k}.
\end{align}
Hence
\begin{equation}
E_2^{\rm IORA}=E_0s^2-E_0^2B,\qquad B={\sum_k}'\frac{|S_{k0}|^2}{E_k-E_0}.
\end{equation}
The geometric term is the one in which the intermediate state is $\psi_0$ itself; the term in $B$ describes the change of the wave function, which scaling ignores.

To see what fraction of the exact series \eqref{geo} captures, insert the lower row of \eqref{pencil} into the upper one. Let $f(\varepsilon)$ be the eigenvalue, connected to $E_0$, of
\begin{equation}
H(\varepsilon)=V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{W+\varepsilon}\,\boldsymbol\sigma\cdot\mathbf p
=H_0-\varepsilon S+\varepsilon^2X_0^\dagger W^{-1}X_0-\dots ,
\end{equation}
where $(W+\varepsilon)^{-1}=W^{-1}-\varepsilon W^{-2}+\varepsilon^2W^{-3}-\dots$ was used. The exact condition is $E=f(\lambda E)$. Ordinary perturbation theory in $\varepsilon$ gives
\begin{equation}
f(\varepsilon)=E_0-s\varepsilon+f_2\varepsilon^2+\dots,\qquad f_2=A-B,\qquad A=\langle\psi_0|X_0^\dagger W^{-1}X_0|\psi_0\rangle .
\end{equation}
Substituting $E=E_0+\lambda E_1+\lambda^2E_2+\dots$ into $E=f(\lambda E)$, the right side is $E_0-s\lambda E_0-s\lambda^2E_1+f_2\lambda^2E_0^2+\dots$, and so
\begin{equation}
E_1=-sE_0,\qquad E_2=s^2E_0+f_2E_0^2 .
\label{E2}
\end{equation}
If $f$ is cut off after its linear term, $E=E_0-\lambda sE$ is solved by $E_0/(1+\lambda s)$. Scaled ZORA is therefore the sum of exactly those terms that are built from $E_0$ and $s$ alone; every other term contains $f_2$ or a higher Taylor coefficient of $f$. Equivalently, it is one Newton step from $E=0$ for the root of $g(E)=f(E)-E$, since $-g(0)/g'(0)=E_0/(1+s)$. The statement that scaled ZORA sums the regular series is true of this geometric part, and of the full series only when $f$ is linear. Keeping the curvature at $\lambda=1$, the Dirac energy obeys $E_D(1+s)=E_0+f_2E_D^2+\dots$, so that
\begin{equation}
E_{\rm sc}-E_D=-\frac{f_2E_D^2}{1+s}+O(E_D^3).
\label{err}
\end{equation}
IORA truncates the operator $H(\varepsilon)$ after $-\varepsilon S$, which drops $A$ and keeps $B$, in agreement with the result above. For the lowest state of a symmetry $A$ and $B$ are both non-negative, so they enter $f_2$ with opposite signs, and how far they cancel depends on the potential; for that state IORA is the minimum of the Rayleigh quotient and cannot lie above $E_{\rm sc}$.

The cancellation is complete for $V=-Z/r$. Let $\beta=1+\varepsilon/2c^2>0$ and change variables by $r=r'/\beta$. Then $V(r)=\beta V(r')$, $\mathbf p=\beta\mathbf p'$, and $W(r)+\varepsilon=2c^2\beta-\beta V(r')=\beta W(r')$. The kinetic term scales as $\beta^2/\beta$, so $H(\varepsilon)$ is $\beta H_0$ in the primed variable and
\begin{equation}
f(\varepsilon)=\Bigl(1+\frac{\varepsilon}{2c^2}\Bigr)E_0 .
\end{equation}
This is linear, so $s=-E_0/2c^2$, $A=B$, $E_n=E_0(-s)^n$ at every order, and $E_{\rm sc}=E_D$ for every bound state. Solving $E_D=(1+E_D/2c^2)E_0$ for $E_0$ gives $s=-E_D/(2c^2+E_D)$, which is below one when $E_D>-c^2$. That holds for all Coulomb bound states, whose total energy $c^2+E_D$ is positive. For the $1s_{1/2}$ level $E_D=c^2(\gamma-1)$ and $s=(1-\gamma)/(1+\gamma)$. The free particle is the opposite case. There $S$ commutes with $H_0$, so $B=0$, while $A=p^2/8c^4$. The $p^6$ term of $E_{\rm sc}=(p^2/2)/(1+p^2/4c^2)$ is $s^2E_0=p^6/32c^4$, the missing term $f_2E_0^2$ is also $p^6/32c^4$, and their sum is the Dirac value $p^6/16c^4$. Scaling captures half of the second order, the series \eqref{geo} diverges for $p\ge2c$, and $E_{\rm sc}$ saturates at $2c^2$ while the Dirac energy grows as $cp$.

The same function $f$ governs the gauge dependence. A constant shift $V\to V+\Delta$ sends $W\to W-\Delta$, so $f_\Delta(\varepsilon)=\Delta+f(\varepsilon-\Delta)$. The Dirac condition $E=\Delta+f(E-\Delta)$ is solved by $E_D+\Delta$, as it must be. ZORA evaluates $f_\Delta$ at zero, $E_0(\Delta)=\Delta+f(-\Delta)$, with slope $1+s$ at $\Delta=0$. The norm of the small component becomes $s(\Delta)=-f'(-\Delta)=s+2f_2\Delta+\dots$. Differentiating $E_0(1-s)$ gives $(1+s)(1-s)-2f_2E_0$, and differentiating $E_0/(1+s)$ gives $1-2f_2E_0/(1+s)^2$. The gauge errors $dE/d\Delta-1$ at $\Delta=0$ are then
\begin{equation}
s\ \ (\text{ZORA}),\qquad -s^2-2f_2E_0\ \ (\text{FORA}),\qquad -\frac{2f_2E_0}{(1+s)^2}\ \ (\text{scaled}).
\label{gauge}
\end{equation}
For the Coulomb potential and any finite $\Delta<2c^2$, linearity gives $f(-\Delta)=E_0+s\Delta$ and $s(\Delta)=s$, so the three energies move by $\Delta(1+s)$, $\Delta(1-s^2)$ and $\Delta$. Scaled ZORA is exactly covariant in this case, and otherwise its gauge error at leading order is set by the same $f_2$ as its energy error.

As a worked example take the $1s_{1/2}$ level of Hg$^{79+}$ in the one-electron Dirac model with a point nucleus, $Z=80$, $c=137.036$, $2c^2=37557.73$ hartree. The digits compare approximations within this model, which omits nuclear size and radiative corrections. The radial ZORA problem, in which $\boldsymbol\sigma\cdot\mathbf p$ acts on the radial function $P$ as $P'+\kappa P/r$, was solved in 30 functions $r^\gamma e^{-\zeta r}$ times Laguerre polynomials with $\zeta=60$ bohr$^{-1}$ and $\gamma=0.811906$. It gives $E_0=-3898.87$ hartree and $s=0.103810$, equal to $3898.87/37557.73$ and to $(1-\gamma)/(1+\gamma)=0.188094/1.811906$. Then
\begin{align}
E_1&=0.103810\times3898.87=404.74,\nonumber\\
E_{\rm FORA}&=-3898.87+404.74=-3494.13,\nonumber\\
E_{\rm sc}&=-3898.87/1.103810=-3532.19\ \text{hartree}=-96.116\ \text{keV},
\end{align}
and the Sommerfeld formula gives the same $-3532.19$ hartree. ZORA lies $366.68$ hartree too low, which is $10.4\%$ of $|E_D|$, and FORA $38.06$ hartree too high, $1.1\%$ of $|E_D|$. Summing the remainder of the geometric series, the partial sum through order $m$ exceeds $E_D$ by $-E_D(-s)^{m+1}$, which for $m=1$ is $3532.19\times0.010777=38.07$ hartree, the FORA error within rounding. The errors alternate and shrink by the factor $s$: with $E_2=-42.02$ and $E_3=+4.36$ hartree the partial sums are $-3536.14$ and $-3531.78$ hartree, off by $-3.95$ and $+0.41$ hartree. The distinction between $s^2=0.010777$ and $\langle S^2\rangle\approx0.0316$ is large: a second-order term $E_0\langle S^2\rangle$ would be about $-123$ hartree, whereas solving $E=f(\lambda E)$ numerically gives $-42.02$. The two parts of the curvature, $AE_0^2$ and $BE_0^2$, are each $34.93$ hartree and cancel. IORA, keeping only $B$, gives in 40 functions (30 functions agree within $0.01$ hartree) $-3556.90$ hartree, $24.71$ hartree or $0.7\%$ of $|E_D|$ too low. Equation \eqref{err} adapted to IORA, with $f_2\to-B$ and $E\approx E_0/(1+s)$, estimates the displacement from $E_{\rm sc}$ as $-BE_0^2/(1+s)^3=-34.93/1.345=-26.0$ hartree at leading order in the curvature. A shift $\Delta=100$ hartree moves ZORA by $110.381$, FORA by $98.922$ and scaled ZORA by $100.000$ hartree. For $Z=20$, 80 and 110 and all levels with $n\le2$, the largest relative difference between $E_{\rm sc}$ and the Sommerfeld energy is $3\times10^{-13}$.

A potential with its own length scale breaks the scaling argument. For the model $V=-Ze^{-\mu r}/r$ with $Z=80$, $\mu=10$ bohr$^{-1}$, the same basis gives $E_0=-3078.67$ hartree and $s=0.102202$, so $E_1=314.65$, $E_{\rm FORA}=-2764.02$ and $E_{\rm sc}=-3078.67/1.102202=-2793.199$ hartree. Direct integration of the radial Dirac equation gives $E_D=-2793.513$ hartree, or $-76.015$ keV. The scaled energy is $0.315$ hartree too high, $1.1\times10^{-4}$ of $|E_D|$, against errors of $-285.16$ (ZORA), $+29.49$ (FORA) and $-15.66$ hartree (IORA, 40 functions). Now $AE_0^2=21.886$ and $BE_0^2=22.277$ leave $f_2E_0^2=-0.391$ hartree, and \eqref{E2} gives $E_2=-32.158-0.391=-32.548$ hartree within rounding, as found from the numerical solution in $\lambda$. With $f_2E_0=-0.391/(-3078.67)=1.27\times10^{-4}$, equation \eqref{gauge} gives $-2.54\times10^{-4}/1.2148=-2.09\times10^{-4}$ for the scaled gauge error and $-0.010445-0.000254=-0.010699$ for FORA, both matching finite shifts, against $+0.1022$ for ZORA.

The sign of $f_2$ and the gap between the leading estimate \eqref{err}, $0.292$ hartree, and the actual $0.315$ follow from scaling once more. The substitution $r=r'/\beta$ now gives $f(\varepsilon)=\beta\,e(\mu/\beta)$, where $e(\mu)$ is the ZORA eigenvalue at screening $\mu$. Expand $V=-Z/r+Z\mu-\tfrac12Z\mu^2r+\dots$. The constant is a gauge shift of the Coulomb problem and contributes a term $b\mu$ exactly linear in $\mu$. The next term is negative, and lowering $V$ lowers both the potential energy and the kernel $c^2/W$, so it contributes $-a\mu^2$ with $a>0$. Through order $\mu^2$,
\begin{equation}
f=\beta e(0)+b\mu-a\mu^2/\beta .
\end{equation}
The term $b\mu$ changes $E_0$ but not the slope, which is why $s$ stays near its Coulomb value while $-E_0/2c^2$ falls to $0.0820$. With $x=\varepsilon/2c^2$, the identity $1/\beta=1-x+x^2/(1+x)$ shows that the nonlinear part of $f$ is $-a\mu^2x^2/\beta$. Hence, through order $\mu^2$, $f_2=-a\mu^2/4c^4<0$, and the estimate \eqref{err} is to be divided by $\beta$ at $\varepsilon=E_D$. This order fixes the sign and the rough size only: first-order perturbation theory on the Coulomb ZORA function gives $a=0.656$ hartree bohr$^2$, so $-a\mu^2=-65.6$ hartree against the numerical $4c^4f_2=-58.2$ hartree, and with this $a$ the estimated error would be $0.356$ hartree. With $\beta=1-2793.51/37557.73=0.9256$ and the numerically computed $f_2$ dividing $0.2920$ by $\beta$ gives $0.3154$ hartree from unrounded values, against the computed error $0.3146$ hartree; the numerical $f_2$ absorbs the higher orders in $\mu$ at second order in $\varepsilon$, while the factor $1/\beta$ still neglects terms of order $\mu^3$. The numerical check asserts the operator identities, the coefficients $E_1$ and $E_2$, the Coulomb results and the gauge slopes against independent diagonalization, integration and finite differences.

\section*{Computed results}
\begin{verbatim}
c = 137.035999 a.u., 2c^2 = 37557.730 hartree, 1 hartree = 27.211386 eV
matrix test: rel. error dh/dlam vs -(1/2)[S,H0]_+ = 3.2e-08
matrix test: rel. error dX/dlam vs X1 = 3.1e-08
matrix test: rel. error dh/dlam vs -S H0 alone = 0.115
free particle p^6 terms (q=p^2): scaled q**3/(32*c**4)  missed q**3/(32*c**4)  Dirac q**3/(16*c**4)
Coulomb Z=20,80,110, n<=2: max rel. |E_scaled/E_Dirac - 1| = 3.3e-13
--- Hg79+ point nucleus: Z = 80, mu = 0 1/bohr, 1s1/2
gamma = 0.811906, zeta = 60.0 1/bohr, basis size = 30
E_ZORA = -3898.86906 hartree
s = 0.10381003, -E0/2c^2 = 0.10381003
s^2 = 0.010777, <S^2> = 0.031555
E1 = -s E0 = 404.74171 hartree, from lam fit 404.74171 hartree
E_FORA = -3494.12735 hartree
s^2 E0 = -42.01625 hartree, E2 from lam fit = -42.01625 hartree
A E0^2 = 34.93305, B E0^2 = 34.93305, f2 E0^2 = 0.00000 hartree
E_scaled = -3532.19209 hartree = -96.1158 keV
E_Dirac = -3532.19209 hartree = -96.1158 keV
E_IORA = -3556.90 hartree
error vs Dirac: ZORA -366.6770, FORA 38.0647, scaled 0.0000, IORA -24.71 hartree
dE/dDelta - 1: ZORA 0.1038100, FORA -0.0107765, scaled -0.0000000
E0(-s)^3 = 4.36171 hartree, E3 from lam fit = 4.36171 hartree
partial sum to n = 2: -3536.14360 hartree, minus Dirac -3.95e+00 hartree
partial sum to n = 3: -3531.78189 hartree, minus Dirac 4.10e-01 hartree
partial sum to n = 4: -3532.23468 hartree, minus Dirac -4.26e-02 hartree
partial sum to n = 6: -3532.19255 hartree, minus Dirac -4.59e-04 hartree
partial sum to n = 10: -3532.19209 hartree, minus Dirac -5.22e-08 hartree
shift Delta = 100 hartree moves ZORA 110.38100, FORA 98.92235, scaled 100.00000 hartree
lowest eigenvalue of H0+H1, N = 10, 20, 40: -8.234e+03, -2.233e+05, -1.617e+06 hartree
--- screened Coulomb model: Z = 80, mu = 10 1/bohr, 1s1/2
gamma = 0.811906, zeta = 60.0 1/bohr, basis size = 30
E_ZORA = -3078.66959 hartree
s = 0.10220212, -E0/2c^2 = 0.08197166
s^2 = 0.010445, <S^2> = 0.030956
E1 = -s E0 = 314.64656 hartree, from lam fit 314.64656 hartree
E_FORA = -2764.02303 hartree
s^2 E0 = -32.15755 hartree, E2 from lam fit = -32.54843 hartree
A E0^2 = 21.88618, B E0^2 = 22.27707, f2 E0^2 = -0.39088 hartree
E_scaled = -2793.19875 hartree = -76.0068 keV
E_Dirac = -2793.51333 hartree = -76.0154 keV
E_IORA = -2809.18 hartree
error vs Dirac: ZORA -285.1563, FORA 29.4903, scaled 0.3146, IORA -15.66 hartree
dE/dDelta - 1: ZORA 0.1022021, FORA -0.0106992, scaled -0.0002090
leading estimate -f2 E_D^2/(1+s) of the scaled error = 0.2920 hartree
\end{verbatim}
